\section*{Onset of stripes in the symmetric Ohta-Kawasaki model}

\section{The uniform state and small disturbances}

\textbf{Q.} You say that a uniform mixture can break up into a pattern with a length of its own. An ordinary mixture that separates keeps coarsening. What is different here, and what energy are you using?

\textbf{A.} The difference is a long-range penalty on composition. Let $\psi(\mathbf r)$ be the deviation of the local composition from the symmetric value, with zero spatial mean. Measured in units of $k_BT$ per segment volume $v$, the energy is
\begin{equation}
F=\int\! d\mathbf r\left[-\frac a2\psi^2+\frac u4\psi^4+\frac\kappa2|\nabla\psi|^2\right]
+\frac B2\iint\! d\mathbf r\,d\mathbf r'\,\psi(\mathbf r)G(\mathbf r,\mathbf r')\psi(\mathbf r'),
\end{equation}
with $\kappa,B,u>0$ and $-\nabla^2G=\delta$ on fields of zero mean. The drive $a$ favours separation, $\kappa$ penalizes sharp variation, and $B$ penalizes large regions of one sign. I treat this in mean field: the state is the minimum of $F$, and thermal fluctuations about it are left out.

\textbf{Q.} The last term couples every point to every other. How can you judge stability without solving an integral equation?

\textbf{A.} Plane waves decouple it. Write $\psi=\sum_{\mathbf q\neq0}\psi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ in a volume $V$. The wave $\mathbf q=0$ is absent because the mean is fixed. A gradient squared gives $q^2$. Since $-\nabla^2$ multiplies a wave by $q^2$, its inverse $G$ multiplies it by $1/q^2$. To second order in $\psi$,
\begin{equation}
\frac{F_2}{V}=\frac12\sum_{\mathbf q\ne0}\Gamma(q)|\psi_{\mathbf q}|^2,\qquad
\Gamma(q)=-a+\kappa q^2+\frac B{q^2}.
\end{equation}
A wave with $\Gamma>0$ costs energy; one with $\Gamma<0$ lowers it.

\textbf{Q.} Which wave fails first as $a$ rises?

\textbf{A.} The one with the smallest $\kappa q^2+B/q^2$. Completing the square gives
\begin{equation}
\kappa q^2+\frac B{q^2}=\left(\sqrt\kappa\,q-\frac{\sqrt B}{q}\right)^2+2\sqrt{\kappa B},
\end{equation}
because the cross term of the square is $-2\sqrt{\kappa B}$. The square vanishes when $\sqrt\kappa\,q^2=\sqrt B$. Hence
\begin{equation}
a_c=2\sqrt{\kappa B},\qquad q_*=\left(\frac B\kappa\right)^{1/4}.
\end{equation}
For $a<a_c$ every wave costs energy. At $a_c$ the waves with $q=q_*$ cost nothing at second order. Above $a_c$ a band is unstable: $\Gamma<0$ means $\kappa q^4-aq^2+B<0$, so $q^2$ lies between
\begin{equation}
q_\pm^2=\frac{a\pm\sqrt{a^2-a_c^2}}{2\kappa}.
\end{equation}

\textbf{Q.} What if one of the two penalties is removed?

\textbf{A.} As $B\to0$ at fixed $\kappa$, both $a_c$ and $q_*$ go to zero. The first unstable wave becomes as long as the sample, which is ordinary phase separation. As $\kappa\to0$ at fixed $B$, $q_*$ grows without limit and the continuum description fails. A finite pattern length needs both penalties.

\section{Large disturbances and the state above onset}

\textbf{Q.} You tested only small waves. A large disturbance might find a lower energy before $a$ reaches $a_c$.

\textbf{A.} Not in the symmetric model. Since $\Gamma(q)\ge a_c-a$ for every $q$,
\begin{equation}
\frac FV\ge\frac{a_c-a}{2}\sum_{\mathbf q\ne0}|\psi_{\mathbf q}|^2+\frac u{4V}\int\psi^4\,d\mathbf r .
\end{equation}
For $a\le a_c$ neither term is negative, and the second vanishes only for $\psi=0$. The uniform state is therefore the lowest state up to and including $a_c$. At $a_c$ itself it is marginal, held by the quartic term; it is unstable for $a>a_c$.

\textbf{Q.} Does the pattern then jump to a finite strength?

\textbf{A.} The stripe grows continuously. Just above onset take $\psi=A\cos q_*x$. The averages are $\langle\cos^2\rangle=1/2$ and $\langle\cos^4\rangle=3/8$, so
\begin{equation}
\frac FV=-\frac{a-a_c}{4}A^2+\frac{3u}{32}A^4 .
\end{equation}
Setting the derivative to zero gives $-(a-a_c)A/2+3uA^3/8=0$. The nonzero root and its energy are
\begin{equation}
A^2=\frac{4(a-a_c)}{3u},\qquad
\frac FV=-\frac{(a-a_c)^2}{3u}+\frac{(a-a_c)^2}{6u}=-\frac{(a-a_c)^2}{6u}.
\end{equation}
This is the leading order in $a-a_c$. The cube of a cosine contains $\cos3q_*x$, which adds a third harmonic of order $A^3$. For $\kappa=B=u=1$ and $a=2.1$, where $a_c=2$, the formula gives $A=0.365$. Numerical minimization of the full one-dimensional energy, started from a random field in a box of three natural periods, gives $0.366$. I have compared stripes with the uniform state, not with every other pattern.

\textbf{Q.} Your waves may take any $q$. A trench or a simulation box does not allow that.

\textbf{A.} Then the threshold is the smallest $\kappa q^2+B/q^2$ among the allowed waves. With $\rho=q/q_*$ this sum equals $\sqrt{\kappa B}\,(\rho^2+\rho^{-2})$. If the composition varies along one direction only, a periodic box of $1.5$ natural periods admits $\rho=2/3,\,4/3,\ldots$, and the second of these is cheapest:
\begin{equation}
\frac{a_{\rm box}}{a_c}=\frac12\left(\frac{16}{9}+\frac9{16}\right)=1.17 .
\end{equation}
In this one-dimensional box the uniform state survives to a drive 17\% above $a_c$. A square or cubic box of the same side also admits a diagonal wave with $\rho=2\sqrt2/3=0.94$, which cuts the delay to 0.7\%. A trench with real walls needs its own boundary conditions, so neither figure applies to it.

\textbf{Q.} And if the mixture is not quite symmetric?

\textbf{A.} Let the mean be $m$ and write $\psi=m+\eta$. The quartic energy contributes $(u/4)\,6m^2\eta^2=\tfrac12(3um^2)\eta^2$, so the limit of local stability moves to $a=a_c+3um^2$. It also contributes a cubic term $um\eta^3$, which spoils the global argument. Take three waves of equal amplitude $A$ whose wavevectors have length $q_*$ and sum to zero, each a cosine with its crest at the origin, so that the three phases also sum to zero. Then $\langle\eta^2\rangle=3A^2/2$ and $\langle\eta^3\rangle=3A^3/2$. With $\tau=a_c+3um^2-a$ and some positive constant $c$,
\begin{equation}
\frac{\Delta F}{V}=\frac34\tau A^2+\frac32umA^3+cA^4 .
\end{equation}
Choose $A$ opposite in sign to $m$. At $\tau=0$ the energy is already negative for small $|A|$, and by continuity it can be negative for slightly positive $\tau$. An off-symmetric mixture can therefore order discontinuously before its uniform state becomes locally unstable.

\textbf{Q.} When I watch a quenched film, do I see $q_*$ appear?

\textbf{A.} Not necessarily. Composition is conserved, so take $\partial_t\psi=M\nabla^2(\delta F/\delta\psi)$ with constant mobility $M$. A small wave then grows at the rate
\begin{equation}
\omega(q)=-Mq^2\Gamma(q)=M\left(aq^2-\kappa q^4-B\right).
\end{equation}
Differentiating with respect to $q^2$ gives $a-2\kappa q^2=0$, so the fastest wave has
\begin{equation}
q_f=\sqrt{\frac a{2\kappa}}=q_*\sqrt{\frac a{a_c}},
\end{equation}
where the last form uses $a_c/(2\kappa)=\sqrt{B/\kappa}=q_*^2$. The two agree at onset. At $a=2.25\,a_c$ the fastest wave has $q_f=1.5\,q_*$, and the early pattern is finer than $q_*$ suggests.

\section{From the model to a block copolymer}

\textbf{Q.} Where would a $1/q^2$ penalty come from in a polymer film? Nothing there is charged.

\textbf{A.} It comes from chain connectivity. Take a symmetric diblock of $N$ equal segments of length $b$, and set $\psi=\phi_A-\tfrac12$. The two blocks are joined, so A cannot move far from B. For a Gaussian chain with $R_g^2=Nb^2/6$ and $x=q^2R_g^2$, segments at fractions $s$ and $t$ along the chain are correlated as $e^{-x|s-t|}$.

Let $\sigma(s)=+1$ on A and $-1$ on B, and apply a weak field that lowers the energy of a segment by $h\sigma/2$, in units of $k_BT$. Incompressibility gives $\psi=(\phi_A-\phi_B)/2$, and there are $1/(Nv)$ chains per unit volume. The linear response of chains without interactions is
\begin{equation}
\frac{\psi_q}{h_q}=v\,\frac1{Nv}\,\frac{N^2}{4}J=\frac N4J,\qquad
J=\int_0^1\!\!\int_0^1\!\sigma(s)\sigma(t)e^{-x|s-t|}ds\,dt .
\end{equation}
The field does not disturb the total density at this order: the integral with a single factor $\sigma$ changes sign when both $s$ and $t$ are reversed along the chain, so it vanishes.

\textbf{Q.} So far there is no repulsion between A and B.

\textbf{A.} It adds $\chi\phi_A\phi_B=\chi(\tfrac14-\psi^2)$ per segment, that is, $-2\chi$ to the coefficient of $\tfrac12\psi^2$. The response supplies the inverse of $NJ/4$. Therefore
\begin{equation}
\Gamma(q)=\frac{K(x)}N-2\chi,\qquad K=\frac4J .
\end{equation}
To evaluate $J$, note that a stretch of fraction $f$ has the self-correlation $g(f)=2(fx+e^{-fx}-1)/x^2$. The two blocks together contribute $2g(1/2)$, and the cross terms are $g(1)-2g(1/2)$. Subtracting the cross terms gives
\begin{equation}
J=4g(\tfrac12)-g(1)=\frac2{x^2}\left(x-3+4e^{-x/2}-e^{-x}\right).
\end{equation}

\textbf{Q.} That is not $\kappa q^2+B/q^2$.

\textbf{A.} Not exactly, but the leading terms match: $1/q^2$ at small $q$ and $q^2$ at large $q$. For small $x$ the bracket is $x^3/12-x^4/32+\ldots$, and for large $x$ it approaches $x-3$. Hence
\begin{equation}
K=\frac{2x^2}{x-3+4e^{-x/2}-e^{-x}}\simeq
\begin{cases}24/x+9,&x\ll1,\\ 2x+6,&x\gg1.\end{cases}
\end{equation}
The Ohta-Kawasaki form joins the ends: $K\approx2x+24/x+s$, with $s=9$ from one end or $6$ from the other. Comparing powers of $q$ gives
\begin{equation}
\kappa=\frac{2R_g^2}N,\qquad B=\frac{24}{NR_g^2},\qquad a=2\chi-\frac sN .
\end{equation}
Then $B/\kappa=12/R_g^4$, and the natural period is $L_*=2\pi/q_*=2\pi R_g/12^{1/4}=3.376\,R_g$, whatever $s$ is. The threshold does depend on $s$. From $2\chi N=s+2\sqrt{48}$ it is $\chi N=9.93$ for $s=6$ and $11.43$ for $s=9$. Numerical minimization of the full $K$ gives $\chi N=10.495$ and a period of $3.230\,R_g$.

\section{Multiplying a guide pattern}

\textbf{Q.} Give me a case. I have guide lines every 80~nm and want several polymer stripes per guide period.

\textbf{A.} Take rough values typical of PS-b-PMMA near 470~K: $\chi=0.04$, $b=0.7$~nm and $v=0.15$~nm$^3$. Choose a short chain, $N=350$, so $\chi N=14$. Then
\begin{align}
R_g&=0.7\sqrt{350/6}=5.346\ \text{nm},\\
\kappa&=2(5.346)^2/350=0.1633\ \text{nm}^2,\\
B&=24/[350(5.346)^2]=0.00240\ \text{nm}^{-2},\\
a_c&=2\sqrt{\kappa B}=0.0396,\qquad q_*=(B/\kappa)^{1/4}=0.348\ \text{nm}^{-1}.
\end{align}
The natural period is $L_*=18.1$~nm. The drive is $a=0.08-6/350=0.063$ or $0.08-9/350=0.054$, which is $1.6$ or $1.4$ times $a_c$. The uniform state is unstable in mean field for either choice. Since $80/18.1=4.4$, the nearest whole number is four stripes per guide period.

\textbf{Q.} But you are 40 to 60\% above onset. Why should an onset wavelength describe the finished stripes?

\textbf{A.} It need not, so I computed the finished stripes separately. In self-consistent field theory each Gaussian chain moves in fields produced by the average densities of all the others. I solved these equations numerically for stripes and chose the period of lowest free energy. At $\chi N=14$ it is 19.4~nm. The difference $\phi_A-\phi_B$ has a first harmonic of amplitude $0.90$, so the small-amplitude expansion is no longer safe.

Two errors partly cancel. With the full $K$ the onset period is 17.3~nm, and the two-term form overestimates it by 4.5\%. Raising $\chi N$ from onset to 14 at fixed $N$ and $b$ then lengthens the self-consistent period by 12\%. The simple estimate of 18.1~nm ends up 7\% below 19.4~nm.

\textbf{Q.} Does that change the number of stripes?

\textbf{A.} Here it stays at four, because $80/19.4=4.1$. The full-kernel onset period would have given $80/17.3=4.6$ and suggested five, so a more accurate onset theory is not automatically a better guide far from onset. Four stripes have a forced period of 20.0~nm. That is a stretch of 3\% relative to the self-consistent period, or 11\% relative to $L_*$. In the self-consistent theory this stretch costs about $0.001\,k_BT$ per chain, whereas squeezing in five stripes costs about $0.04\,k_BT$. Whether the guide lines can impose the stretch depends on how strongly they hold the stripes, which this calculation does not contain.

The early pattern is another matter. With constant mobility the fastest-growing period is $L_*\sqrt{a_c/a}$, or 14.3 to 15.4~nm for the two values of $s$; the full $K$ gives 14.1~nm. These values depend on the mobility: if it falls with $q$ as the correlation of a whole chain, $g(1)$, the full $K$ gives about 16~nm instead. In either description the stripes must coarsen to reach four per guide period.

\textbf{Q.} You have left out thermal fluctuations. Are they small for such short chains?

\textbf{A.} They are the largest correction to the threshold that I have estimated. The published Fredrickson-Helfand estimate, which I quote without deriving, is
\begin{equation}
(\chi N)_{\rm order}\approx10.495+41.0\,\bar N^{-1/3},\qquad \bar N=\frac{Nb^6}{v^2}.
\end{equation}
Here $\bar N=1830$, and the threshold rises from $10.5$ to about $13.8$. Our $14$ lies above it by less than the estimate can be trusted at this chain length, so the film in this example may in fact be disordered. In this estimate the shortest chain that orders at $\chi=0.04$ moves from about $N=262$ to about $346$. The formula is an asymptote for very large $\bar N$. A published fit to simulations, also quoted without derivation, adds a term $123\,\bar N^{-0.56}$; it puts the threshold near $15.7$ and the shortest chain near $N=390$, and by that fit the example is disordered. At this $\chi$, a design that needs reliable order should use a longer chain and accept a larger pitch. The other way to raise $\chi N$ is a pair of blocks with a larger $\chi$.

The margin in the Fredrickson-Helfand estimate is only about 1\% in $\chi$, which is finer than the rough value used here. Changing $b$ by 3\% and $v$ by about 10\% moves the threshold between $13.5$ and $14.4$, which is also more than the margin. Temperature matters for the same reason. If $\chi$ varied as $1/T$, heating from 470 to about 475~K would remove the margin. I expect a weaker dependence for PS-b-PMMA, so this is a deliberately severe case.

\textbf{Q.} How close is all this to a real patterning film?

\textbf{A.} The 80~nm guide is roughly the finest pitch of a single immersion exposure. PS-b-PMMA used for patterning commonly has a pitch of roughly 25 to 30~nm, so the example, at 19.4~nm, lies below that range, where order is harder to keep. Real films break the onset assumption, which moves the pitch by 12\% here, and the mean-field assumption, which moves the required $\chi N$ by about a third in the estimate above. They also have surfaces that prefer one block, a spread of chain lengths, and blocks with unequal segments. I have not sized those effects. For this material $q_*$ gives only a rough first estimate of the pitch, and it worsens for longer chains. At $\chi=0.04$ it falls below the self-consistent pitch by 7\% for $N=350$, by about 17\% for $N=500$ (pitch near 26~nm) and by about 22\% for $N=640$ (near 31~nm). The final choice of chain needs the pitch measured in the film itself.
